\section*{When small conducting crystallites make a glass a poorer heat conductor}

\section*{Question}

I am modelling heat flow in a partly crystallised phase-change layer. Spherical crystallites of conductivity $1.5\ \mathrm{W/mK}$ sit in a glass of conductivity $0.2\ \mathrm{W/mK}$, and each crystal--glass interface has a thermal resistance of $10\ \mathrm{m^2K/GW}$. The crystallites conduct better than the glass, so I expected them to raise the effective conductivity. My numerical model says that very small ones lower it. Below what radius does that happen?

I tried adding resistances in series along a diameter of one sphere. But heat that enters off the axis crosses the interface at an angle, and heat can also flow around the sphere, so I do not know whether the diameter tells me anything. I also expected the answer to depend on how many crystallites there are and how close together they sit. Does it?

\section*{Answer}

Your series argument gives the correct radius, and within Fourier conduction that radius depends neither on the number of spheres nor on their arrangement. Both statements need proof, because your objections are reasonable ones.

\subsection*{The model and its units}

Let $k_p$ be the conductivity of the spheres, $k_m$ that of the glass, $a$ the radius and $R$ the interface resistance. The heat flux is $\mathbf q=-k\nabla T$, and in the steady state $\nabla\cdot\mathbf q=0$. At an interface the normal flux is continuous, while the temperature drops by $R$ times that flux in the direction of flow. With $r$ measured outward from the centre of a sphere, $T_{\rm in}-T_{\rm out}=Rq_r$ and $q_r=-k_p\,\partial_rT_{\rm in}$, so
\begin{equation}
J\equiv T_{\rm out}-T_{\rm in}=R\,k_p\,\partial_r T_{\rm in}=R\,k_m\,\partial_r T_{\rm out}.
\label{jump}
\end{equation}

Lengths are in nm and conductivities in W/mK. Since $1\ \mathrm{m^2K/GW}=10^{-9}\ \mathrm{m^2K/W}$, it equals $1$ nm divided by $1$ W/mK. In these units $R=10$.

\subsection*{One sphere in a uniform gradient}

Far from the sphere let $T=Gz=Gr\cos\theta$. The solutions of Laplace's equation with this angular dependence are $r\cos\theta$ and $\cos\theta/r^2$. The second is singular at the centre, so it appears only outside:
\begin{equation}
T_{\rm in}=g\,r\cos\theta,\qquad
T_{\rm out}=\left(Gr+\frac{B}{r^2}\right)\cos\theta .
\end{equation}
Continuity of the normal flux at $r=a$ and the jump condition \eqref{jump} give
\begin{align}
k_p g&=k_m\left(G-\frac{2B}{a^3}\right),\label{flux}\\
Ga+\frac{B}{a^2}-ga&=Rk_pg .
\end{align}
Divide the second equation by $a$ and collect the terms in $g$:
\begin{equation}
G+\frac{B}{a^3}=g\left(1+\frac{Rk_p}{a}\right)=\frac{k_pg}{k_s},
\qquad \frac1{k_s}=\frac1{k_p}+\frac Ra .
\label{ks}
\end{equation}
Hence $k_pg=k_s(G+B/a^3)$. Equating this to \eqref{flux},
\begin{align}
k_s\left(G+\frac{B}{a^3}\right)&=k_m\left(G-\frac{2B}{a^3}\right),\\
(k_s+2k_m)\frac{B}{a^3}&=-(k_s-k_m)G,\\
B&=-\beta Ga^3,\qquad \beta=\frac{k_s-k_m}{k_s+2k_m}.
\label{beta}
\end{align}
In a uniform gradient, the sphere with its resistance therefore acts on the glass like a perfectly joined sphere of conductivity $k_s$. The interface counts for more in a small sphere because its contribution to $1/k_s$ is $R/a$.

The disturbance outside vanishes when $k_s=k_m$, that is, when $1/k_m=1/k_p+R/a$. Solving for the radius,
\begin{equation}
\boxed{\;a_c=\frac{R}{D},\qquad D=\frac1{k_m}-\frac1{k_p}\;}
\label{ac}
\end{equation}
For your numbers,
\begin{equation}
a_c=\frac{10}{5.0000-0.6667}\ \mathrm{nm}=\frac{10}{4.3333}\ \mathrm{nm}=2.31\ \mathrm{nm}
=2.31\times10^{-9}\ \mathrm m .
\end{equation}

\subsection*{Why the diameter was enough}

At $a=a_c$ the flux has the same magnitude $q$ and the same direction inside and outside. Take any straight line along the flow that meets the surface at polar angle $\theta$. Its length inside the sphere is $2a\cos\theta$. The normal flux where it enters and leaves is $q\cos\theta$, so each crossing costs a temperature drop $Rq\cos\theta$. The total drop along the line is
\begin{equation}
\frac{2a\cos\theta}{k_p}\,q+2Rq\cos\theta
=2a\cos\theta\;q\left(\frac1{k_p}+\frac Ra\right).
\end{equation}
The glass that the sphere displaced would have cost $2a\cos\theta\,q/k_m$. The factor $\cos\theta$ cancels, so the balance on the diameter is the balance on every chord, and no heat has a reason to go around. The cancellation comes from the sphere's shape: chord length and normal flux are both proportional to $\cos\theta$.

\subsection*{Many spheres: a bound from above}

The one-sphere result does not yet settle the sign of the change in a dense mixture away from $a_c$. Two bounds do.

Take a block of glass of volume $V$ and height $H$, containing non-overlapping spheres that do not cut its surface. Its bottom is held at $T=0$ and its top at $T=GH$; its sides are insulated. Define $k_{\rm eff}$ by setting the heat flow per unit area of the end faces equal to $k_{\rm eff}G$. The volume fraction of spheres is $\phi$, and at first all have the same radius. Consider
\begin{equation}
E[T]=\int k|\nabla T|^2\,dV+\sum\oint\frac{J^2}{R}\,dS ,
\label{energy}
\end{equation}
where the sum runs over the interfaces. For the true temperature, integrate the first term by parts in the glass and in each sphere. The interface terms are $-\oint T_{\rm out}k_m\partial_rT_{\rm out}\,dS$ and $+\oint T_{\rm in}k_p\partial_rT_{\rm in}\,dS$. By \eqref{jump} they add up to $-\oint J^2/R\,dS$, which cancels the second term of \eqref{energy}. What remains comes from the top face, of area $V/H$:
\begin{equation}
E[T]=GH\,(k_{\rm eff}G)\,\frac VH=k_{\rm eff}G^2V .
\end{equation}

Now add to the true $T$ any change $w$ that vanishes on the two end faces and may jump at the interfaces. The cross term in $E[T+w]$ is
\begin{equation}
2\int k\nabla T\cdot\nabla w\,dV+2\sum\oint\frac{J\,(w_{\rm out}-w_{\rm in})}{R}\,dS .
\end{equation}
The same integration by parts turns the first integral into minus the second, so the cross term is zero. Then $E[T+w]=E[T]+E[w]\ge E[T]$: every trial temperature with the correct end values gives an upper bound on $k_{\rm eff}$.

As trial, choose $T=Gz$ in the glass and, in a sphere centred at height $z_c$,
\begin{equation}
T=Gz_c+\frac{k_m}{k_p}G\,(z-z_c).
\end{equation}
Its jump at the surface is $J=Ga(1-k_m/k_p)\cos\theta=Gak_mD\cos\theta$. The surface average of $\cos^2\theta$ is $1/3$, so $\oint\cos^2\theta\,dS=4\pi a^2/3$. There are $3\phi/(4\pi a^3)$ spheres per unit volume, and the product of these two factors is $\phi/a$. Therefore
\begin{align}
\frac{E}{V}&=(1-\phi)k_mG^2+\phi k_p\frac{k_m^2}{k_p^2}G^2
+\frac{\phi}{a}\,\frac{(Gak_mD)^2}{R}\\
&=k_mG^2\left[1-\phi\left(1-\frac{k_m}{k_p}\right)+\phi\,k_mD\,\frac{aD}{R}\right].
\end{align}
Use $k_mD=1-k_m/k_p$ and $D/R=1/a_c$:
\begin{equation}
\frac{k_{\rm eff}}{k_m}\le 1-\phi\left(1-\frac{k_m}{k_p}\right)\left(1-\frac a{a_c}\right).
\label{upper}
\end{equation}
For $a<a_c$ the right side is below 1. Every arrangement of such spheres lowers the effective conductivity.

\subsection*{A bound from below}

Integrate $\partial_zT$ for the true temperature over the glass and the spheres separately. The end faces contribute $GH\times V/H=GV$ and the insulated sides nothing, since their normals have no $z$ component. The interfaces contribute $-\oint J\cos\theta\,dS$. Rearranged,
\begin{equation}
GV=\int\partial_zT\,dV+\sum\oint J\cos\theta\,dS .
\end{equation}
Write the integrands as $(\sqrt k\,\partial_zT)(1/\sqrt k)$ and $(J/\sqrt R)(\sqrt R\cos\theta)$ and apply the Cauchy--Schwarz inequality to the whole sum:
\begin{equation}
(GV)^2\le E[T]\left[\int\frac{dV}{k}+R\sum\oint\cos^2\theta\,dS\right].
\end{equation}
Here $(\partial_zT)^2\le|\nabla T|^2$ was used to replace the first factor by $E[T]$. With $E[T]=k_{\rm eff}G^2V$ and the same surface integral as before,
\begin{equation}
\frac1{k_{\rm eff}}\le\frac{1-\phi}{k_m}+\frac{\phi}{k_p}+\frac{\phi R}{a}
=\frac1{k_m}-\phi D\left(1-\frac{a_c}{a}\right).
\label{lower}
\end{equation}
For $a>a_c$ this makes $k_{\rm eff}$ larger than $k_m$. At $a=a_c$ the two bounds meet, so $k_{\rm eff}=k_m$ for any $\phi$ and any arrangement. This answers your second question.

The bounds also fix how fast the sign changes. As functions of $a$ at fixed $\phi$, both pass through 1 at $a_c$ with the same slope, and $k_{\rm eff}/k_m$ is held between them. Its slope there must be
\begin{equation}
\left.\frac{d(k_{\rm eff}/k_m)}{da}\right|_{a_c}
=\frac{\phi}{a_c}\left(1-\frac{k_m}{k_p}\right),
\label{slope}
\end{equation}
which is $0.113$ per nm for $\phi=0.30$. An error of 0.1 nm in the radius near the crossing changes the conductivity by about one per cent.

For a mixture of sizes, $\phi$ times the last bracket in \eqref{upper} or \eqref{lower} becomes a sum over size classes with volume fractions $\phi_i$. If all radii are below $a_c$, the conductivity falls. More generally, \eqref{upper} guarantees a fall when the volume-weighted mean radius $\sum\phi_ia_i/\phi$ is below $a_c$. Conversely, \eqref{lower} guarantees a rise when $\sum\phi_i/a_i<\phi/a_c$. A few large crystallites can therefore outweigh many small ones, provided they hold enough of the crystal volume.

\subsection*{How large is the reduction?}

The bounds give the sign; an estimate of the size follows from \eqref{beta}. Place $N$ spheres in a large sphere of radius $b$, with $\phi=Na^3/b^3$. If each responds as if it were alone in the gradient $G$, their far fields add to a dipole coefficient $-N\beta Ga^3=-\phi\beta Gb^3$. A homogeneous sphere of conductivity $k_{\rm eff}$ and radius $b$ would give $-Gb^3(k_{\rm eff}-k_m)/(k_{\rm eff}+2k_m)$. Equating the two,
\begin{align}
k_{\rm eff}-k_m&=\phi\beta\,(k_{\rm eff}+2k_m),\\
\frac{k_{\rm eff}}{k_m}&=\frac{1+2\phi\beta}{1-\phi\beta}.
\label{medium}
\end{align}
This is an approximation, since it treats the influence of neighbours only on average. For $a=1$ nm,
\begin{align}
\frac1{k_s}&=0.6667+10,\qquad k_s=0.0938\ \mathrm{W/mK},\\
\beta&=\frac{0.0938-0.2}{0.0938+0.4}=-0.215,\\
\frac{k_{\rm eff}}{k_m}&=\frac{1-0.129}{1+0.065}=0.818\qquad(\phi=0.30).
\end{align}
The table compares \eqref{medium} with a multipole solution for a simple cubic array, which includes the interaction between spheres. All rows have $\phi=0.30$. The last column is the upper bound \eqref{upper} for the first two radii and the lower bound \eqref{lower} for the third.

\begin{center}
\begin{tabular}{ccccc}
$a$ (nm) & $\beta$ & Eq.~\eqref{medium} & array & bound\\
1.0 & $-0.215$ & 0.818 & 0.818 & 0.853\\
2.0 & $-0.041$ & 0.964 & 0.964 & 0.965\\
5.0 & $0.226$ & 1.218 & 1.218 & 1.163
\end{tabular}
\end{center}

Crystallites of 1 nm radius thus lower the conductivity of this array from 0.20 to 0.164 W/mK, while the same volume of crystal in 5 nm spheres raises it to 0.244 W/mK. Searching for the radius at which the array has $k_{\rm eff}=k_m$, without using \eqref{ac}, gives 2.3077 nm, the value of the formula to all digits printed. Since the array solution is built from the single-sphere response, whose dipole part vanishes at $a_c$, this agreement tests the array solution rather than the formula. The slope of the array result at the crossing also agrees with \eqref{slope}. The numerical output below lists these values.

\subsection*{Limits, and what ``invisible'' means}

For $a\gg Rk_p$ the interface drops out, $k_s\to k_p$, and the crystallites help as you first expected. For very small $a$ the model gives $k_s\approx a/R\to0$ and $\beta\to-1/2$: the spheres act as pores, and \eqref{medium} tends to $(1-\phi)/(1+\phi/2)$. If $R\to0$ the critical radius shrinks to zero.

If $k_p\le k_m$ there is no finite critical radius. The trial $T=Gz$ everywhere has no jump and gives $k_{\rm eff}\le(1-\phi)k_m+\phi k_p\le k_m$, so such spheres cannot raise the conductivity at any size.

A sphere of radius $a_c$ is hidden from a uniform gradient, not from every field. For an applied field proportional to $r^l$ times a spherical harmonic of order $l$, the inside field varies as $r^l$ and its radial derivative at the surface is $l/a$ times its value. The step that led to \eqref{ks} then gives $1+lRk_p/a$ in place of $1+Rk_p/a$, and the balance cannot hold for all $l$ at one radius. For $l=3$ and $a=a_c$, with $r$ in units of $a$, the outside field is $r^3+0.373\,r^{-4}$. Near a heater whose field varies strongly across a few nanometres, the crystallites therefore still disturb the temperature.

\subsection*{How far to trust 2.3 nm in a real material}

Your conductivities are rough typical values for a crystalline and a glassy chalcogenide of the kind used in phase-change memory. For Ge--Sb--Te, however, $1.5\ \mathrm{W/mK}$ suits the stable hexagonal phase. The metastable cubic phase, which usually forms first, conducts less: a rough value of $0.5\ \mathrm{W/mK}$ gives $a_c=10/(5-2)=3.33$ nm. A resistance of $10\ \mathrm{m^2K/GW}$ is plausible for an interface between different solids, but a crystal in glass of its own composition may have less. Since $a_c\propto R$, half the resistance gives 1.15 nm. The glass matters as much: if heating raised $k_m$ to 0.3 W/mK with $k_p$ and $R$ unchanged, $a_c$ would be 3.75 nm. Fourier conduction with a bulk $k_p$ is also doubtful inside so small a sphere. The next two estimates together raise $a_c$ by a quarter to more than a half, depending on the lattice conductivity assumed.

First, phonons scatter at the crystallite's boundary. With a rough heat capacity $C=1.3\times10^6\ \mathrm{J/m^3K}$ and sound speed $v=2000$ m/s, a single mean free path for all carriers is $\Lambda=3k_p/(Cv)=1.73$ nm, comparable with $a_c$. The mean chord of a sphere is $4a/3$. Adding the two scattering rates reduces $k_p$ by the factor $1+3\Lambda/(4a)$, so
\begin{equation}
\frac1{k_p}\;\to\;\frac1{k_p}+\frac{3\Lambda}{4k_pa}
=\frac1{k_p}+\frac1a\,\frac{9}{4Cv}.
\end{equation}
This has the form of an extra interface resistance, $9/(4Cv)=0.87\ \mathrm{m^2K/GW}$, and moves $a_c$ to 2.51 nm. The mean-chord rule is rough. If the surface absorbs and re-emits every phonon, the limit of long free paths gives $4/(Cv)=1.54\ \mathrm{m^2K/GW}$ instead, and using that value would move $a_c$ to 2.66 nm. For such a surface the transport problem at $a/\Lambda\approx1.5$ gives about $3.55/(Cv)=1.37\ \mathrm{m^2K/GW}$ and $a_c=2.62$ nm, so the mean-chord rule is then too low. Part of this scattering may also be contained already in a measured $R$, so the shift is only an estimate.

Second, some of the heat in the crystal may be carried by electrons, which cannot continue into an insulating glass. If their share is dropped altogether, leaving a rough lattice part of 0.8 W/mK, then $a_c=10/(5-1.25)=2.67$ nm. Both effects together, with the mean-chord value for the first, give 2.90 nm. This depends strongly on the lattice part: 0.5 W/mK in place of 0.8 W/mK would give 3.62 nm. The Wiedemann--Franz law at 300 K leaves about 0.8 W/mK for the lattice only if the resistivity is near 1 m$\Omega$\,cm; at 0.8 m$\Omega$\,cm it leaves about 0.6 W/mK, and less for a better conductor.

Two other refinements can be checked in the same way. If the interface is a layer of thickness $t=0.3$ nm and conductivity $t/R=0.03$ W/mK, the critical radius of the crystalline core is 2.32 nm (2.62 nm including the layer). This depends on how $R$ is assigned to a curved layer: if the radial resistance per unit area of the core is set equal to $R$, the core radius is 2.59 nm. If the crystal is anisotropic and the gradient lies along a principal axis, the flux inside stays parallel to that axis and \eqref{ac} holds with that axis's conductivity: 2.50 nm for 1.0 W/mK and 2.22 nm for 2.0 W/mK. Randomly oriented anisotropic crystallites have no radius at which all of them are hidden, so the exact independence of arrangement is then lost.

At a rough density of 33 atoms per nm$^3$ the critical crystallite contains about 1700 atoms, so a radius and a surface are still meaningful. For your stated inputs the answer is 2.31 nm. For a real film, pin down $R$, the hot-glass conductivity and the crystal's phase and lattice conductivity first, because for each of these three the largest change tried here moves the result by more than a nanometre.

\section*{Computed results}
\begin{verbatim}
crystallite conductivity: 1.50 W/mK
glass conductivity: 0.20 W/mK
interface resistance: 10.0 m2K/GW
1/km: 5.0000 mK/W
1/kp: 0.6667 mK/W
difference 1/km - 1/kp: 4.3333 mK/W
critical radius: 2.3077 nm = 2.308e-09 m
critical radius from cubic array: 2.3077 nm
largest grid error of sphere response: 6.0e-06
octupole response at critical radius: 0.373
array change, 11 to 15 multipoles: 1.2e-05
volume fraction: 0.30
a = 1.0 nm: ks = 0.0938 W/mK, beta = -0.2152
  k_eff/km formula: 0.8181
  k_eff/km cubic array: 0.8176
  k_eff/km upper bound: 0.8527
  k_eff cubic array: 0.1635 W/mK
a = 2.0 nm: ks = 0.1765 W/mK, beta = -0.0408
  k_eff/km formula: 0.9637
  k_eff/km cubic array: 0.9637
  k_eff/km upper bound: 0.9653
  k_eff cubic array: 0.1927 W/mK
a = 5.0 nm: ks = 0.3750 W/mK, beta = 0.2258
  k_eff/km formula: 1.2180
  k_eff/km cubic array: 1.2178
  k_eff/km lower bound: 1.1628
  k_eff cubic array: 0.2436 W/mK
slope of k_eff/km at crossing, formula: 0.11267 /nm
slope of k_eff/km at crossing, array: 0.11266 /nm
rough heat capacity: 1.3e+06 J/m3K
rough sound speed: 2000 m/s
gray mean free path in crystallite: 1.73 nm
gray mean free path in glass: 0.23 nm
extra resistance, boundary scattering: 0.87 m2K/GW
critical radius with it: 2.51 nm
rough lattice part of kp: 0.80 W/mK
critical radius, lattice part only: 2.67 nm
critical radius, both effects: 2.90 nm
assumed interface thickness: 0.30 nm
critical core radius with it: 2.316 nm
critical radius for axis kp = 1.0 W/mK: 2.50 nm
critical radius for axis kp = 2.0 W/mK: 2.22 nm
critical radius for hot glass km = 0.3 W/mK: 3.75 nm
critical radius for R = 5.0 m2K/GW: 1.15 nm
rough atom density: 33 /nm3
atoms in critical crystallite: about 1699
\end{verbatim}
